**Graphene charge and differential quantum capacitance**

For ideal Dirac bands at zero temperature, $C_q\phi=2Q$, where $\phi$ is the channel potential from neutrality, $Q=e(n-p)$ is the carrier charge per area and $C_q=dQ/d\phi$. The program counts allowed k-points and asserts that the ratio $C_q\phi/Q$ is 2 for graphene and 1 for a parabolic two-dimensional band, within tolerances for the discrete boundary of the count. It also asserts the result for a step that starts away from neutrality, and the series-capacitance law against a numerical solution of the gate equation. The finite-temperature capacitance is compared with the numerical derivative of a charge integrated from Fermi functions. At 0.30 V the output gives a true charge of 1.0594 μC/cm² and a false product of 2.1189 μC/cm². At 300 K the ratio rises from 1.0177 at 0.01 V to 1.9523 at 0.30 V. Separate estimates for band curvature, charge puddles and velocity drift give ratios of 2.003, 1.95 and 2.20; the last two rest on rough assumed inputs.

## Numerical check

```python
"""Graphene: final differential quantum capacitance times potential is not charge.

Result under test: at zero temperature C_q(phi)*phi = 2*Q(phi), where
phi = channel potential from neutrality (V), Q = e(n-p) = carrier charge per
area, positive for electrons, and C_q = dQ/dphi.
Internal units: nm, eV, V; charge density in uC/cm2, capacitance in uF/cm2.
The tests also cover finite temperature, a gate, and neglected effects.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

e = const.e
velocity = 1.0e6                         # m/s, rough graphene value
hv = const.hbar * velocity / e * 1e9     # eV nm
to_uC = e * 1e6 * 1e14                   # carriers/nm2 -> uC/cm2
phi = 0.30                               # V
temperature = 300.0                      # K
kT = const.k * temperature / e           # eV


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def charge_zero(p):
    return to_uC * p * abs(p) / (np.pi * hv**2)


def cap_zero(p):
    return to_uC * 2 * abs(p) / (np.pi * hv**2)


Q = charge_zero(phi)
Cq = cap_zero(phi)
density = Q / to_uC * 1e14               # cm^-2

# Explicit count of allowed k-points in a large periodic square.
box = 4000.0                             # nm
index = np.arange(-650, 651)
k_squared = (2 * np.pi / box)**2 * (index[:, None]**2 + index[None, :]**2)


def counted_charge(k_fermi):
    return 4 * np.count_nonzero(k_squared <= k_fermi**2) / box**2 * to_uC


def counted_ratio(k_of_energy):
    step = 0.03
    slope = (counted_charge(k_of_energy(phi + step))
             - counted_charge(k_of_energy(phi - step))) / (2 * step)
    return slope, slope * phi / counted_charge(k_of_energy(phi))


mass_parabolic = 0.1                     # free-electron masses, round value
h2_over_2m = const.hbar**2 / (2 * mass_parabolic * const.m_e) / e * 1e18
Q_count = counted_charge(phi / hv)
C_count, ratio_count = counted_ratio(lambda E: E / hv)
_, ratio_parabolic = counted_ratio(lambda E: np.sqrt(E / h2_over_2m))
# Tolerances allow for the discrete boundary of the counted disc.
assert close(Q_count, Q, 3e-3)
assert close(C_count, Cq, 5e-3)
assert close(ratio_count, 2, 6e-3)
assert close(ratio_parabolic, 1, 6e-3)

# A potential step that does not start at neutrality.
phi_start = 0.20
dQ_count = Q_count - counted_charge(phi_start / hv)
ratio_step = 2 * phi / (phi + phi_start)
assert close(C_count * (phi - phi_start) / dQ_count, ratio_step, 1e-2)
dQ_mean = 0.5 * (cap_zero(phi) + cap_zero(phi_start)) * (phi - phi_start)
assert close(dQ_count, dQ_mean, 5e-3)

# Gate balance, solved without the series-capacitance formula.
oxide_nm, oxide_eps = 5.0, 16.0          # rough hafnia-like values
Cox = const.epsilon_0 * oxide_eps / (oxide_nm * 1e-9) * 100
VG = phi + Q / Cox


def charge_from_gate(vg):
    p = brentq(lambda x: x + charge_zero(x) / Cox - vg, 0, vg, xtol=1e-14)
    return charge_zero(p)


h = 1e-4
C_total_numeric = (charge_from_gate(VG + h) - charge_from_gate(VG - h)) / (2*h)
C_total = 1 / (1 / Cox + 1 / Cq)
r = Cq / Cox
ratio_gate = (2 + r) / (1 + r)
assert close(C_total_numeric, C_total, 1e-6)
assert close(C_total_numeric * VG / charge_from_gate(VG), ratio_gate, 1e-6)
VG_false = phi + Cq * phi / Cox


# Finite-temperature charge from Fermi functions and the density of states.
def charge_thermal(p):
    def integrand(E):
        return (2 * E / (np.pi * hv**2)
                * (expit((p - E) / kT) - expit((-p - E) / kT)))
    low = quad(integrand, 0, p, epsabs=1e-14, epsrel=1e-11, limit=200)[0]
    high = quad(integrand, p, p + 40 * kT, epsabs=1e-14, epsrel=1e-11,
                limit=200)[0]
    return to_uC * (low + high)


def cap_thermal(p):
    return (to_uC * 2 * kT / (np.pi * hv**2)
            * np.log(2 + 2 * np.cosh(p / kT)))


def ratio_thermal(p):
    return cap_thermal(p) * p / charge_thermal(p)


for p in (0.01, 0.05, 0.30):
    d = 2e-4
    slope = (charge_thermal(p + d) - charge_thermal(p - d)) / (2 * d)
    assert close(slope, cap_thermal(p), 5e-5)
eta = phi / kT
ratio_large_eta = 2 / (1 + np.pi**2 / (3 * eta**2))
assert close(ratio_thermal(phi), ratio_large_eta, 1e-4)
assert close(ratio_thermal(0.001), 1, 1e-3)

# Full nearest-neighbour honeycomb band: area inside the Fermi contour.
bond = 0.142                             # nm
hopping = 2 * hv / (3 * bond)            # eV, gives the same velocity at K
a1 = bond * np.array([1.5, np.sqrt(3) / 2])
a2 = bond * np.array([1.5, -np.sqrt(3) / 2])
K = np.array([2 * np.pi / (3 * bond), 2 * np.pi / (3 * np.sqrt(3) * bond)])


def charge_lattice(E):
    angles = np.linspace(0, 2 * np.pi, 72, endpoint=False)
    radii = []
    for angle in angles:
        unit = np.array([np.cos(angle), np.sin(angle)])

        def excess(k):
            q = K + k * unit
            return hopping * abs(1 + np.exp(1j*q@a1) + np.exp(1j*q@a2)) - E
        radii.append(brentq(excess, 0, 2 * E / hv, xtol=1e-13))
    area = np.pi * np.mean(np.square(radii))
    return to_uC * 4 * area / (4 * np.pi**2)


d = 1e-3
Q_lattice = charge_lattice(phi)
C_lattice = (charge_lattice(phi + d) - charge_lattice(phi - d)) / (2 * d)
ratio_lattice = C_lattice * phi / Q_lattice
assert close(charge_lattice(0.02), charge_zero(0.02), 1e-3)
assert close(ratio_lattice, 2, 2e-2)

# Spatial potential fluctuations (charge puddles), Gaussian average.
sigma = 0.05                             # V, rough


def gaussian_average(function):
    def weighted(x):
        weight = np.exp(-x**2 / 2) / np.sqrt(2 * np.pi)
        return weight * function(phi + sigma * x)
    return quad(weighted, -8, 8, points=[-phi / sigma, 0], limit=200)[0]


ratio_puddle = (gaussian_average(cap_zero) * phi
                / gaussian_average(charge_zero))
assert close(ratio_puddle, 2 / (1 + (sigma / phi)**2), 1e-5)

# Velocity that falls slowly with density because of interactions.
velocity_drop = 0.10                     # per tenfold density, rough
beta = np.log(1 - velocity_drop) / np.log(np.sqrt(10))
k0 = phi / hv


def density_drifting(E):
    k = brentq(lambda q: hv * (q / k0)**beta * q - E, 1e-6, 5, xtol=1e-14)
    return k**2 / np.pi


slope = (density_drifting(phi + d) - density_drifting(phi - d)) / (2 * d)
ratio_velocity = slope * phi / density_drifting(phi)
assert close(ratio_velocity, 2 / (1 + beta), 1e-4)

# Oxide field and WKB tunnelling through the tilted barrier.
drop = VG - phi                          # V
field = drop / oxide_nm * 10             # MV/cm
breakdown = 4.0                          # MV/cm, rough
barrier, mass_oxide = 2.0, 0.2           # eV and free-electron masses, rough
k_unit = np.sqrt(2 * mass_oxide * const.m_e * e) / const.hbar * 1e-9
action = quad(lambda x: k_unit * np.sqrt(barrier - drop * x / oxide_nm),
              0, oxide_nm)[0]
transmission = np.exp(-2 * action)
assert field < breakdown

print(f"Input velocity: {velocity:.1e} m/s")
print(f"hbar times velocity: {hv:.4f} eV nm")
print(f"Final channel potential: {phi:.2f} V")
print(f"Fermi wavevector: {phi / hv:.4f} 1/nm")
print(f"Electron density, T=0: {density:.3e} cm^-2")
print(f"True charge Q, T=0: {Q:.4f} uC/cm2")
print(f"Final quantum capacitance C_q: {Cq:.4f} uF/cm2")
print(f"Chord capacitance Q/phi: {Q / phi:.4f} uF/cm2")
print(f"False charge C_q*phi: {Cq * phi:.4f} uC/cm2")
print(f"State-count box side: {box:.0f} nm")
print(f"Counted charge: {Q_count:.4f} uC/cm2")
print(f"Counted slope: {C_count:.4f} uF/cm2")
print(f"Counted ratio, graphene: {ratio_count:.4f}")
print(f"Parabolic-band mass: {mass_parabolic:.2f} electron masses")
print(f"Counted ratio, parabolic band: {ratio_parabolic:.4f}")
print(f"Step start potential: {phi_start:.2f} V")
print(f"C_q at step start: {cap_zero(phi_start):.4f} uF/cm2")
print(f"True charge added in step: {dQ_mean:.4f} uC/cm2")
print(f"False charge for step: {Cq * (phi - phi_start):.4f} uC/cm2")
print(f"Step overestimate ratio: {ratio_step:.4f}")
print(f"Oxide: {oxide_nm:.1f} nm, relative permittivity {oxide_eps:.1f}")
print(f"Oxide capacitance: {Cox:.4f} uF/cm2")
print(f"Oxide voltage drop: {drop:.4f} V")
print(f"Gate voltage from neutrality: {VG:.4f} V")
print(f"Gate voltage if false charge were used: {VG_false:.4f} V")
print(f"C_q/C_ox: {r:.4f}")
print(f"Total differential capacitance: {C_total:.4f} uF/cm2")
print(f"False gate product C*V_G: {C_total * VG:.4f} uC/cm2")
print(f"Gate-product overestimate ratio: {ratio_gate:.4f}")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
for p in (0.01, 0.05, 0.10, 0.20, 0.30):
    print(f"Ratio at 300 K, phi={p:.2f} V: {ratio_thermal(p):.4f}")
print(f"Charge at 300 K, phi=0.30 V: {charge_thermal(phi):.4f} uC/cm2")
print(f"C_q at 300 K, phi=0.30 V: {cap_thermal(phi):.4f} uF/cm2")
print(f"eta=e*phi/kT: {eta:.3f}; large-eta ratio: {ratio_large_eta:.4f}")
print(f"Honeycomb bond: {bond:.3f} nm; hopping: {hopping:.3f} eV")
print(f"Honeycomb-band charge: {Q_lattice:.4f} uC/cm2")
print(f"Ratio with band curvature: {ratio_lattice:.4f}")
print(f"Puddle rms potential (rough): {sigma:.3f} V")
print(f"Ratio with puddles: {ratio_puddle:.4f}")
print(f"Velocity drop per density decade (rough): {100*velocity_drop:.0f} %")
print(f"Velocity exponent beta: {beta:.4f}")
print(f"Ratio with velocity drift: {ratio_velocity:.4f}")
print(f"Oxide field: {field:.3f} MV/cm")
print(f"Breakdown field (rough input): {breakdown:.1f} MV/cm")
print(f"Barrier: {barrier:.1f} eV; mass: {mass_oxide:.1f} electron masses")
print(f"WKB oxide transmission: {transmission:.1e}")
print("tests ok")
```

Printed output:

```
Input velocity: 1.0e+06 m/s
hbar times velocity: 0.6582 eV nm
Final channel potential: 0.30 V
Fermi wavevector: 0.4558 1/nm
Electron density, T=0: 6.612e+12 cm^-2
True charge Q, T=0: 1.0594 uC/cm2
Final quantum capacitance C_q: 7.0629 uF/cm2
Chord capacitance Q/phi: 3.5314 uF/cm2
False charge C_q*phi: 2.1189 uC/cm2
State-count box side: 4000 nm
Counted charge: 1.0595 uC/cm2
Counted slope: 7.0627 uF/cm2
Counted ratio, graphene: 1.9998
Parabolic-band mass: 0.10 electron masses
Counted ratio, parabolic band: 1.0001
Step start potential: 0.20 V
C_q at step start: 4.7086 uF/cm2
True charge added in step: 0.5886 uC/cm2
False charge for step: 0.7063 uC/cm2
Step overestimate ratio: 1.2000
Oxide: 5.0 nm, relative permittivity 16.0
Oxide capacitance: 2.8333 uF/cm2
Oxide voltage drop: 0.3739 V
Gate voltage from neutrality: 0.6739 V
Gate voltage if false charge were used: 1.0478 V
C_q/C_ox: 2.4928
Total differential capacitance: 2.0221 uF/cm2
False gate product C*V_G: 1.3627 uC/cm2
Gate-product overestimate ratio: 1.2863
Temperature: 300 K; kT: 0.02585 eV
Ratio at 300 K, phi=0.01 V: 1.0177
Ratio at 300 K, phi=0.05 V: 1.3174
Ratio at 300 K, phi=0.10 V: 1.6646
Ratio at 300 K, phi=0.20 V: 1.8961
Ratio at 300 K, phi=0.30 V: 1.9523
Charge at 300 K, phi=0.30 V: 1.0853 uC/cm2
C_q at 300 K, phi=0.30 V: 7.0629 uF/cm2
eta=e*phi/kT: 11.605; large-eta ratio: 1.9523
Honeycomb bond: 0.142 nm; hopping: 3.090 eV
Honeycomb-band charge: 1.0611 uC/cm2
Ratio with band curvature: 2.0032
Puddle rms potential (rough): 0.050 V
Ratio with puddles: 1.9459
Velocity drop per density decade (rough): 10 %
Velocity exponent beta: -0.0915
Ratio with velocity drift: 2.2015
Oxide field: 0.748 MV/cm
Breakdown field (rough input): 4.0 MV/cm
Barrier: 2.0 eV; mass: 0.2 electron masses
WKB oxide transmission: 4.1e-14
tests ok
```
